Drift-diffusion from the Boltzmann equation at any degeneracy, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the Boltzmann equation to the quasi-Fermi level

A gas of 2.0×10¹⁸ electrons per cm³ at 300 K, with a model mass of 0.10 electron masses, a relaxation time of 0.10 ps and a density that rises by its own value over 2 µm, is held in equilibrium by an electric field. Its current is zero. A program that adds the drift current to a diffusion current with the coefficient D = μkT/e nevertheless reports −6.1×10⁴ A/cm². The same electrons in a field of 10⁴ V/m carry a drift current of 5.6×10⁴ A/cm², so the false current is as large as the quantities the program is meant to compute.

The fault lies in the diffusion coefficient. The first moment of the Boltzmann equation gives the correct one, and it also gives a form of the current in which no diffusion coefficient appears: density times mobility times the gradient of the quasi-Fermi level.

### Conventions

The elementary charge e is positive, and an electron has charge −e. All quantities vary along x, and a prime denotes d/dx. The electrons occupy one parabolic band with a uniform mass m and two spin states. The energy of an electron is E_c(x) + ε, where E_c is the band edge and

ε = p²/2m,  v_x = ∂ε/∂p_x = p_x/m.

The band edge follows the electrostatic potential φ, so E_c = −eφ + constant. With the field component E = −φ′,

E_c′ = −eφ′ = eE.

The force on an electron is −E_c′ = −eE, as it should be for a negative charge.

The occupation of a state is f(x, p, t), a number between 0 and 1. Sums over states use the measure dN = 2 d³p/h³, in which the 2 counts spin. The density n, the particle flux Γ and the momentum flux Π are

n = ∫ f dN,  Γ = ∫ v_x f dN,  Π = ∫ m v_x² f dN.

The charge current density is J = −eΓ. It is positive when electrons move towards negative x.

### The local equilibrium state

Collisions are taken to drive f towards a Fermi–Dirac function with the local density:

f0 = 1/(1 + exp[(ε − ζ)/kT]),  with ζ chosen so that ∫ f0 dN = ∫ f dN = n.

The energy ζ is the chemical potential measured from the band edge. The quasi-Fermi level is the same quantity on the common energy scale:

F = E_c + ζ.

In equilibrium F is uniform. Out of equilibrium F(x) restates the local density, given the band edge and the temperature. The temperature T is uniform in this half; the second half treats a temperature gradient.

With one relaxation time τ, the Boltzmann equation is

∂f/∂t + v_x ∂f/∂x − E_c′ ∂f/∂p_x = −(f − f0)/τ.

The left side is the rate of change of f along the path of an electron, for which dx/dt = v_x and dp_x/dt = −E_c′. The right side assumes that collisions restore both the direction of motion and the energy distribution at the rate 1/τ. This limits the heating but does not prevent it: in a uniform field E the model gives each electron an excess energy (eEτ)²/m, as follows from the second moment derived below. In a dilute gas the electrons stay close to the temperature T when this energy is small compared with kT. A degenerate gas has a smaller heat capacity per electron, so the same energy heats it more and the condition is stricter. For the parameters of the opening example at 10⁴ V/m the excess energy is about 7×10⁻⁵ kT. In real semiconductors the energy usually relaxes more slowly than the momentum, and the heating is then larger than this model gives.

### Zeroth moment

Integrate the equation over momentum. The force term contains ∫ (∂f/∂p_x) dN, which is zero because f vanishes at large momentum. The collision term is zero because f and f0 have the same density. What remains is

∂n/∂t + Γ′ = 0.

This is conservation of electrons. It says nothing about what drives Γ.

### First moment

Multiply the Boltzmann equation by v_x and integrate, term by term.

The time derivative gives ∂Γ/∂t.

The position derivative gives ∫ v_x² (∂f/∂x) dN. Momentum is an independent variable, so the derivative can be taken outside the integral, and the result is Π′/m.

The force term is integrated by parts. The boundary term vanishes, and ∂v_x/∂p_x = 1/m:

−E_c′ ∫ v_x (∂f/∂p_x) dN = +E_c′ ∫ (1/m) f dN = nE_c′/m.

In the collision term, f0 is even in v_x and carries no flux, so

−(1/τ) ∫ v_x (f − f0) dN = −Γ/τ.

Together these give

∂Γ/∂t + Π′/m + nE_c′/m = −Γ/τ.

Nothing has been neglected within the relaxation-time model. Multiplied by m, the equation is a momentum balance: the pressure gradient and the electric force supply momentum, and collisions remove it. It is not yet a formula for the current, because Π depends on the unknown f.

### Closing the equation

Two steps are needed.

First, ∂Γ/∂t is dropped. If the current changes over a time t_c, this term is smaller than Γ/τ by a factor of about τ/t_c. The result therefore applies to changes that are slow compared with the relaxation time.

Second, Π is replaced by its value in the local equilibrium state, which is the pressure of the Fermi gas,

P = ∫ m v_x² f0 dN.

To see what this costs, find the first correction to f0. Put f0 into the left side of the steady Boltzmann equation and solve for the difference f1 ≈ f − f0:

f1 = −τ (v_x ∂f0/∂x − E_c′ ∂f0/∂p_x).

At fixed T, f0 depends on position through ζ alone and on ε and ζ through their difference. Hence

∂f0/∂x = −(∂f0/∂ε) ζ′,  ∂f0/∂p_x = v_x ∂f0/∂ε.

Inserting both gives

f1 = τ v_x (∂f0/∂ε)(ζ′ + E_c′) = −τ v_x (−∂f0/∂ε) F′.

This function is odd in v_x. It carries a flux, but its contribution to Π is zero, because v_x² f1 is odd as well. The difference Π − P therefore starts at second order in τ, the parameter of this expansion; it can still be linear in the current.

The size of that difference follows from the next moment. Multiply the steady Boltzmann equation by m v_x² and integrate. In the force term ∂(m v_x²)/∂p_x = 2v_x, so

Q′ + 2E_c′Γ = −(Π − P)/τ,  with Q = ∫ m v_x³ f dN,

or

Π − P = −τ(Q′ + 2E_c′Γ).

Let v be a typical speed and L_n the distance over which the density and the flow vary. As an estimate without numerical factors, Q is about mv²Γ. The first term then contributes about τmv²Γ/L_n² to the gradient of Π. The collision term that was kept is mΓ/τ in the same units. The ratio is

(vτ/L_n)².

The second term, treated in the same way, gives a ratio of about 2τ²|E_c′|/(mL_n) = 2τμ|E|/L_n, with μ = eτ/m. When both ratios are small, Π may be replaced by P. The first ratio is small when the mean free path is short compared with the distance over which conditions vary. The second is small when the same holds for the distance that an electron drifts in one relaxation time. These conditions are sufficient, but not always necessary. In a dilute gas in a uniform field, the sum of a uniform drifting gas and an equilibrium distribution solves the Boltzmann equation; Q and E_c′Γ are then uniform, so Π′ = P′ however large the two ratios are.

With both steps taken, the momentum balance becomes

Γ = −(τ/m)(P′ + nE_c′).

Multiplying by −e and using μ = eτ/m gives

J = μ(P′ + nE_c′).

### The pressure gradient at fixed temperature

For a nondegenerate gas P = nkT, and the pressure gradient is kT n′. A degenerate gas has a higher pressure, because the exclusion principle forces electrons into states of larger momentum. There is no need to compute P itself, since its derivative with respect to ζ has a simple form.

Since f0 depends on ε − ζ, ∂f0/∂ζ = −∂f0/∂ε, and

∂P/∂ζ = −∫ m v_x² (∂f0/∂ε) dN.

One factor v_x combines with the energy derivative, v_x ∂f0/∂ε = ∂f0/∂p_x. The remaining factor is m v_x = p_x. Therefore

∂P/∂ζ = −∫ p_x (∂f0/∂p_x) dN = +∫ f0 dN = n.

The last step is an integration by parts with ∂p_x/∂p_x = 1. At fixed temperature, then,

dP = n dζ,  P′ = nζ′.

The derivation used the dependence of f0 on ε − ζ and its decay at large momentum. It did not use the size of ζ/kT, so the identity holds for dilute and dense gases alike.

### The current

Insert P′ = nζ′ into the current:

J = μ(nζ′ + nE_c′) = nμ(ζ + E_c)′,

and so

J = nμF′.

This is the result for uniform temperature, slow changes, and a mean free path and drift distance short compared with the distance over which conditions vary. The field and the density gradient act through one quantity. If they leave F flat, the current vanishes, whatever their separate sizes.

The function f1 gives the same answer by a second route:

J = −e ∫ v_x f1 dN = eτF′ ∫ v_x² (−∂f0/∂ε) dN = eτF′ n/m.

The last integral is ∂P/∂ζ divided by m, which is n/m. When F varies in all three directions, v_xF′ in f1 is replaced by v·∇F. The integrals of v_xv_y, v_yv_z and v_zv_x vanish by symmetry, so each component of the current is nμ times the matching component of ∇F.

The sign can be checked against intuition. If F rises with x, electrons flow towards negative x, down the slope of F. Their charge is negative, so J is positive.

In J = nμF′ the level F is an energy in joules, and no further factor e appears. If a program stores F in electronvolts, the number it holds is F/e in volts, and the current is e n μ (F/e)′.

### Drift, diffusion and the Einstein relation

At fixed temperature ζ is a function of n, so ζ′ = (dζ/dn) n′. With E_c′ = eE,

J = nμ(eE + (dζ/dn) n′) = e n μ E + e D n′,

where

D = (μ/e) n dζ/dn.

This is the Einstein relation for any degeneracy. D stands outside the derivative: the diffusion current is eDn′, which differs from e(Dn)′ when D depends on position through n.

For the parabolic band the derivative can be made explicit. In spherical coordinates dN = 8πp² dp/h³. With p² = 2mε and p dp = m dε, this becomes dN = (8πm√(2m)/h³) √ε dε. Put ε = kTy and η = ζ/kT, and define the Fermi integrals

ℱ_j(η) = [1/Γ(j+1)] ∫₀^∞ y^j dy/(1 + e^{y−η}).

Here Γ(j+1), with an argument, is the gamma function. Since Γ(3/2) = √π/2, collecting the factors gives

n = N_c ℱ_{1/2}(η),  N_c = 2(2πmkT/h²)^{3/2}.

Differentiating ℱ_{1/2} with respect to η is the same as differentiating the occupation with respect to −y. An integration by parts then lowers the power y^{1/2} to (1/2)y^{−1/2}, and since Γ(3/2) = (1/2)Γ(1/2), the result is dℱ_{1/2}/dη = ℱ_{−1/2}. Hence dn/dζ = N_c ℱ_{−1/2}/kT and

D/μ = (kT/e) ℱ_{1/2}(η)/ℱ_{−1/2}(η).

For a dilute gas, with η well below zero, the occupation is e^{η−y} − e^{2(η−y)} to second order. Since ∫ y^j e^{−2y} dy = Γ(j+1)/2^{j+1}, each Fermi integral is e^η(1 − e^η/2^{j+1}), and the ratio is

ℱ_{1/2}/ℱ_{−1/2} ≈ 1 + e^η(2^{−1/2} − 2^{−3/2}) = 1 + e^η/2^{3/2}.

The leading term is the familiar D = μkT/e.

For a strongly degenerate gas the occupation is nearly a step at y = η. Then ℱ_{1/2} ≈ η^{3/2}/Γ(5/2) and ℱ_{−1/2} ≈ η^{1/2}/Γ(3/2), so the ratio is 2η/3 and

D ≈ (2/3) μζ/e.

With ζ = mv_F²/2, where v_F is the Fermi speed, this is D ≈ v_F²τ/3. The Fermi energy has taken over the role of the thermal energy.

## Second half: worked numbers and the limits of the result

The following is carried over. Electrons of charge −e and mass m have kinetic energy ε above the band edge E_c, with E_c′ = eE, where E is the field and a prime is d/dx. The quasi-Fermi level is F = E_c + ζ, the reduced level is η = ζ/kT, and dN = 2 d³p/h³ counts states. To first order in τ about the local Fermi–Dirac function f0, at uniform temperature and for slow changes,

f − f0 = −τ v_x (−∂f0/∂ε) F′,

J = nμF′ = e n μ E + e D n′,  μ = eτ/m,  D = (μ/e) n dζ/dn.

Before the pressure P is eliminated, the current reads J = μ(P′ + nE_c′), and at fixed temperature dP = n dζ.

For uniform temperature, slow changes, and a mean free path and drift distance short compared with the distance over which conditions vary, the current is J = nμF′, with an Einstein relation that holds for any degeneracy. What remains is to work out numbers, explain the false equilibrium current, and treat an energy-dependent relaxation time, a temperature gradient and the passage to ballistic flow.
